Parrinello-Rahman equations of motion and their conserved energy

A crystal held in a fixed simulation cell cannot change its overall size or shape in answer to the stress inside it. If the cell is too large, the atoms pull inward on its periodic boundaries, but the boundaries do not move; if the stable structure has another shape, the boundary conditions forbid it. To find the structure that a crystal adopts under a given pressure, the cell must be free to change its size and shape together with the atomic positions. This raises the question of what equation of motion a cell should obey, since a periodic cell is a description of the crystal and has no mass of its own.

Let the three lattice vectors be the columns of a 3×3 matrix h, with volume Ω = det h > 0. Atom i has mass m_i and position

r_i = h s_i,

where the column s_i holds its scaled coordinates. A dot is a time derivative, ᵀ a transpose, and h⁻ᵀ the inverse of hᵀ. Distances in terms of scaled coordinates are measured by the metric

G = hᵀh,  |h s|² = sᵀG s.

The atoms interact through a smooth potential energy U per cell, regarded as a function of all s_i and of h. It is assumed not to change when the crystal is translated or rotated as a whole. The external pressure p is constant and hydrostatic. The nuclei move classically.

Differentiating the position gives two terms:

ṙ_i = h ṡ_i + ḣ s_i.

The first is motion relative to the cell, the second is motion carried along by the deforming cell. The Parrinello-Rahman method builds the atomic kinetic energy from the first alone. With

v_i = h ṡ_i,

it postulates the Lagrangian

L = K + K_h − U − pΩ,

K = ½ Σ_i m_i ṡ_iᵀG ṡ_i = ½ Σ_i m_i |v_i|²,

K_h = ½ W Tr(ḣᵀḣ).

Here W is a fictitious mass given to the nine cell components. The equations below follow from this Lagrangian, but the Lagrangian itself is a choice.

There is a good reason for leaving out ḣ s_i. In a periodic crystal, s_i and s_i + n, with n a column of integers, name the same atom. The velocity v_i is the same for both, because n is constant. The full velocity ṙ_i changes by ḣ n, so a kinetic energy built from it would depend on which image was chosen to represent the atom. In the example below, at one instant of the motion, the full expression gives 0.00836 Ha, and 0.01074 Ha after one atom is renamed by its neighbouring image. The expression K gives 0.00442 Ha for either name.

The atomic equation comes from d(∂L/∂ṡ_i)/dt = ∂L/∂s_i. Since G is symmetric,

∂L/∂ṡ_i = m_i G ṡ_i.

On the right, only U depends on s_i. Let f_i = −∂U/∂r_i be the force at fixed cell. A change δs_i moves the atom by h δs_i, so U changes by −f_iᵀh δs_i, and therefore

∂L/∂s_i = −∂U/∂s_i = hᵀf_i.

The equation of motion is thus

d(m_i G ṡ_i)/dt = hᵀf_i.

The metric depends on time because the cell does. The product rule gives

m_i G s̈_i + m_i Ġ ṡ_i = hᵀf_i,

Ġ = ḣᵀh + hᵀḣ.

Multiply by G⁻¹/m_i and use G⁻¹hᵀ = h⁻¹h⁻ᵀhᵀ = h⁻¹:

s̈_i = h⁻¹f_i/m_i − G⁻¹Ġ ṡ_i.

The last term is the metric-derivative term. It is linear in the velocity, like a friction, but its coefficient has no fixed sign. For a cubic cell of edge L (in this cubic case L denotes the edge, not the Lagrangian), h = L·1, so G = L²·1 and Ġ = 2LL̇·1. The term becomes

−G⁻¹Ġ ṡ_i = −2(L̇/L) ṡ_i.

It slows the scaled motion when the cell expands and speeds it up when the cell contracts.

Its meaning is clearer in terms of v_i. Because G ṡ_i = hᵀv_i, the equation before division reads

d(hᵀv_i)/dt = ḣᵀv_i + hᵀv̇_i = hᵀf_i/m_i,

and hence

v̇_i = f_i/m_i − h⁻ᵀḣᵀv_i.

The factor 2 found for the cubic cell has become 1, because v_i = Lṡ_i contains one factor L itself. Without forces, v̇_i = −(L̇/L)v_i, so L v_i is constant. The kinetic energy then varies as

K ∝ L⁻² ∝ Ω^(−2/3).

This is the law for a monatomic ideal gas in slow adiabatic expansion, where the temperature falls as the volume to the power −2/3. For a cell that stays cubic, the metric term is therefore the mechanical cooling of particles in a growing container, and their heating in a shrinking one. If the shape changes, the volume alone does not decide the sign: in a rectangular cell each velocity component scales inversely with its own edge, so edges scaled by 2, 0.7 and 1 enlarge the volume by the factor 1.4, yet multiply a kinetic energy shared equally among the three directions by (1/4 + 1/0.49 + 1)/3 = 1.097. When the edge grows from 7 to 8 bohr, K falls by the factor 49/64 = 0.7656, and numerical integration of the scaled equation gives the same value.

The cell equation is d(∂L/∂ḣ)/dt = ∂L/∂h, with s_i and ṡ_i held fixed on the right. A derivative with respect to h is the matrix whose element ab is the derivative with respect to h_ab. Since Tr(ḣᵀḣ) is the sum of the squares of all elements of ḣ, the left side is W ḧ. The right side has three parts.

For the kinetic part, a change of h_ab alters component a of v_i = h ṡ_i by ṡ_ib δh_ab. Hence

∂K/∂h = Σ_i m_i v_i ṡ_iᵀ.

For the volume, expand the determinant along row a: Ω = Σ_b h_ab C_ab. The cofactor C_ab does not contain h_ab, so it is the derivative. The inverse matrix is (h⁻¹)_ba = C_ab/Ω, which gives

∂Ω/∂h = Ω h⁻ᵀ.

The columns of this matrix are the area vectors of the cell faces. The first, for example, is the cross product of the second and third lattice vectors.

The third part is (∂U/∂h)_s, the response of the potential energy when the cell is deformed and the atoms are carried along at fixed scaled coordinates. Collecting the parts,

W ḧ = Σ_i m_i v_i ṡ_iᵀ − (∂U/∂h)_s − pΩ h⁻ᵀ.

To bring out the stress, write ṡ_iᵀ = v_iᵀh⁻ᵀ, which is the transpose of ṡ_i = h⁻¹v_i, and insert 1 = hᵀh⁻ᵀ after the potential term. A common factor h⁻ᵀ appears on the right of each term. With the internal pressure tensor P defined by

ΩP = Σ_i m_i v_i v_iᵀ − (∂U/∂h)_s hᵀ,

the cell equation is

W ḧ = Ω(P − p1) h⁻ᵀ.

Each lattice vector is accelerated by the excess of internal over external pressure, acting on the opposite face. Positive P pushes outward. The first term of ΩP is the volume times the flux of momentum carried by moving atoms, the second comes from their interaction.

For pair forces the second term is explicit. Let a pair have scaled separation q, including any image translation, real separation d = hq and length r = |d|. From r² = dᵀd follows ∂r/∂h = d qᵀ/r, so a pair energy φ(r) contributes

(∂U/∂h)_s = Σ_pairs φ′(r) d qᵀ/r,

(∂U/∂h)_s hᵀ = Σ_pairs φ′(r) d dᵀ/r.

The sum includes pairs formed by an atom and its own images. These exert no net force on the atom, but they do contribute to the stress.

What is conserved can now be found by following the energy. Start with the atoms. Differentiating K, and remembering that G itself changes,

dK/dt = Σ_i m_i ṡ_iᵀG s̈_i + ½ Σ_i m_i ṡ_iᵀĠ ṡ_i.

The atomic equation gives m_i G s̈_i = hᵀf_i − m_i Ġ ṡ_i. The metric term thus enters with coefficient −1, and the changing metric in K returns one half:

dK/dt = Σ_i f_i·v_i − ½ Σ_i m_i ṡ_iᵀĠ ṡ_i.

The potential energy changes through both of its arguments, and the volume term through h alone:

dU/dt = −Σ_i f_i·v_i + Tr[ḣᵀ(∂U/∂h)_s],

d(pΩ)/dt = pΩ Tr(ḣᵀh⁻ᵀ).

For the cell, dK_h/dt = Tr(ḣᵀW ḧ). Inserting the cell equation in its first form,

dK_h/dt = Tr(ḣᵀ Σ_i m_i v_i ṡ_iᵀ) − Tr[ḣᵀ(∂U/∂h)_s] − pΩ Tr(ḣᵀh⁻ᵀ).

The first trace equals Σ_i m_i ṡ_iᵀḣᵀh ṡ_i, by cyclic permutation and v_i = h ṡ_i. A quadratic form sees only the symmetric part of its matrix, and the symmetric part of ḣᵀh is ½(ḣᵀh + hᵀḣ) = ½Ġ. So

Tr(ḣᵀ Σ_i m_i v_i ṡ_iᵀ) = ½ Σ_i m_i ṡ_iᵀĠ ṡ_i.

The energy that the atoms lose through the metric is what the kinetic part of the pressure delivers to the cell. When the four rates are added, every term cancels. The conserved quantity is

𝓗 = K + U + pΩ + K_h.

The sum H = K + U + pΩ is the instantaneous enthalpy of the atoms, and it is not conserved by itself: H = 𝓗 − K_h. The name "conserved enthalpy" is justified for 𝓗 if the cell kinetic energy is counted in, and for H approximately, as long as K_h is small compared with the energies of interest.

The same balance shows what goes wrong if the metric term is dropped from the atomic equation. Then dK/dt contains +½ Σ m_i ṡ_iᵀĠ ṡ_i instead of −½ of it, while the cell still receives its half. The result is

d𝓗/dt = Σ_i m_i ṡ_iᵀĠ ṡ_i,

which in general does not vanish while atoms move in a deforming cell. The proof also requires that f_i and (∂U/∂h)_s be derivatives of one and the same U. Forces and stresses from inconsistent approximations spoil the cancellation.

Two further constants follow from the symmetries of U. Under uniform translation the forces sum to zero, so the atomic equation summed over atoms gives

d(Σ_i m_i G ṡ_i)/dt = hᵀ Σ_i f_i = 0.

For rotations, consider h → (1 + εA)h with A antisymmetric and ε small. At fixed s_i this turns the whole crystal, so U is unchanged to first order:

Σ_ab [(∂U/∂h)_s]_ab (Ah)_ab = Σ_ac A_ac [(∂U/∂h)_s hᵀ]_ac = 0.

Since this holds for every antisymmetric A, the matrix (∂U/∂h)_s hᵀ is symmetric, and so is P. Multiplying the cell equation by hᵀ from the right gives W ḧhᵀ = Ω(P − p1), also symmetric. Therefore

d[W(ḣhᵀ − hḣᵀ)]/dt = W(ḧhᵀ − hḧᵀ) = 0.

This is the angular momentum of the cell. A cell that starts at rest keeps it at zero.

A small model crystal shows the sizes involved. It has four atoms of mass 50000 electron masses in a nearly cubic face-centred cell, and the Morse pair energy

φ(r) = D[e^(−2α(r−r₀)) − 2e^(−α(r−r₀))]

with D = 0.01 Ha, r₀ = 5 bohr and α = 1.2 bohr⁻¹. These are round parameters and stand for no particular material. The pair sum runs over a fixed list of images, up to two cells away in each direction, and atoms are not folded back into the cell, so U is smooth. The cell mass is W = 100000 electron masses, and p = 2.0×10⁻⁴ Ha/bohr³, or 5.88 GPa. The cell starts at rest, with diagonal elements 7.2 bohr and a small shear h₁₂ = 0.2 bohr. The atoms start on their ideal scaled sites with random velocities, zero total momentum and K = 0.006 Ha.

The volume at the start is 7.2³ = 373.25 bohr³. The internal pressure has P₁₁ = −4.623×10⁻⁴ and P₁₂ = −0.743×10⁻⁴ Ha/bohr³. The negative P₁₁ says that the stretched crystal pulls inward. The elements of h⁻ᵀ needed for ḧ₁₁ are 1/7.2 = 0.13889 bohr⁻¹ and −0.2/7.2² = −0.00386 bohr⁻¹, and P₁₃ does not enter because the corresponding element is zero. Then

(P₁₁ − p)(h⁻ᵀ)₁₁ = −6.623×10⁻⁴ × 0.13889 = −9.199×10⁻⁵,

P₁₂(h⁻ᵀ)₂₁ = (−0.743×10⁻⁴)(−0.00386) = 0.029×10⁻⁵,

ḧ₁₁ = (373.25/100000)(−9.170×10⁻⁵) = −3.423×10⁻⁷,

with the first two lines in Ha/bohr⁴ and the last in bohr per squared atomic unit of time. The cell begins to contract, driven by the external pressure and the crystal's own tension together.

The motion was followed for 40000 atomic units of time, about 0.97 ps. In the order K, U, pΩ, K_h, the energies in hartree at the start and at the end add up to

0.006000 − 0.264824 + 0.074650 + 0.000000 = −0.184174,

0.003849 − 0.271386 + 0.068372 + 0.014991 = −0.184174.

Over the whole run 𝓗 drifts by at most 1.5×10⁻¹² Ha. The enthalpy H, in contrast, varies over a range of 0.0173 Ha. That is also the largest value of K_h, as it must be: K_h starts from zero, its lowest possible value, and H is the constant 𝓗 minus K_h. Here K_h reaches nearly three times the initial kinetic energy of the atoms, so H is not even approximately constant. The cell was released far from equilibrium: at the start U + pΩ = −0.190174 Ha lies 0.0194 Ha above the local minimum found below, an excess comparable with the largest K_h.

At the instant of largest K_h, the root-mean-square size of the metric term is 1.65×10⁻⁹, against 3.20×10⁻⁸ for the force term, both in inverse squared atomic units of time. The metric term is about 5 per cent of the force term. Small as it is, leaving it out makes 𝓗 drift by up to 1.26×10⁻³ Ha, a fifth of the initial atomic kinetic energy.

The integrated energy balance shows the exchange. Between start and end, the forces do work −0.002354 Ha on the atoms, and the metric contributes +0.000203 Ha, which together give the change of K, −0.002151 Ha. The metric power takes both signs during the run, between −9.0×10⁻⁷ and +7.1×10⁻⁷ Ha per atomic unit of time. Energy passes from atoms to cell and back, and none is dissipated.

The equations as derived therefore do not relax a structure. In the last third of the run K_h still reaches its largest value. To relax a structure, one can add real damping to both sets of accelerations, here with a common rate γ > 0:

s̈_i = h⁻¹f_i/m_i − G⁻¹Ġ ṡ_i − γṡ_i,

ḧ = (Ω/W)(P − p1)h⁻ᵀ − γḣ.

All earlier terms cancel as before. The new ones add −γ Σ_i m_i ṡ_iᵀG ṡ_i = −2γK to dK/dt and −γW Tr(ḣᵀḣ) = −2γK_h to dK_h/dt, so that

d𝓗/dt = −2γ(K + K_h) ≤ 0.

The energy falls as long as anything moves. At a state of rest all velocities and accelerations vanish. The atomic equation then requires f_i = 0, and the cell equation requires P = p1 with the kinetic part absent:

−(∂U/∂h)_s hᵀ = pΩ 1.

Multiplying from the right by h⁻ᵀ turns this into (∂U/∂h)_s + p ∂Ω/∂h = 0. Together with f_i = 0 it says that U + pΩ is stationary with respect to every atomic and cell coordinate. This is the static enthalpy, without thermal motion. For classical nuclei its lowest minimum is the stable structure at zero temperature among those that fit the chosen number of atoms per cell.

The condition for rest says stationary, not minimal. A crystal placed at rest on a saddle point of U + pΩ stays there, since all accelerations vanish, and a local minimum need not be the lowest one. Small random displacements at the start remove the first difficulty, while the second calls for a wider search, for example with starts from different structures, or with faster initial motion damped slowly enough for the atoms to rearrange.

With γ = 8×10⁻⁴ per atomic unit of time and the same initial state, the model crystal comes to rest within 60000 atomic units. 𝓗 falls from −0.1841742 to −0.2095915 Ha, a loss of 0.0254173 Ha, which equals the time integral of 2γ(K + K_h). The relaxed volume is 326.02 bohr³. A separate minimization of U + pΩ over ideal cubic cells, which uses no dynamics, finds an edge of 6.8825 bohr, the same volume, and the same enthalpy, −0.209592 Ha. The stress differs from p1 by less than 10⁻¹³ Ha/bohr³, as any state of rest requires. The initial shear has disappeared from the cell itself, whose edges are now equal and perpendicular. The separate minimization covers only face-centred cubic cells. It shows that the run has come to rest in that structure, not that the structure is the lowest one: other arrangements of the four atoms can have a lower enthalpy, and a single relaxation does not search for them.

The cell mass W does not appear in the conditions for rest. It affects how the crystal travels, not which structures are stationary. For W → ∞ with the cell initially at rest, ḧ → 0, the metric term vanishes, and ordinary dynamics in a fixed cell is recovered. For finite W the cell moves at a pace set by W and not by the inertia of a real piece of crystal, so the time course of a transformation should not be read as physical.

The path depends on the description in another way too. The same lattice can be spanned by other vectors, h′ = hT, with T a constant integer matrix of determinant 1. The scaled coordinates become s′_i = T⁻¹s_i, so that v_i, K and Ω are unchanged. So is U, provided it depends only on the periodic crystal, as a converged lattice sum does; a truncated list of images tied to the cell vectors, like that of the model above, satisfies this only approximately. The cell kinetic energy, however, becomes

K_h′ = ½ W Tr(Tᵀḣᵀḣ T),

which in general differs from K_h. Since the trace equals Tr(ḣᵀḣ TTᵀ), the two agree for every ḣ only when TTᵀ = 1, as for a cyclic relabelling of the vectors. Other equivalent choices of cell vectors lead in general to different trajectories. The stationary condition survives, because it involves only U and Ω. For relaxation this freedom is harmless as long as the end point is the same minimum; for dynamics it is a limitation of the method.

The numerical check checks both equations of motion against accelerations computed numerically from the Lagrangian alone; the relative differences are at the level of rounding error.

Computed values

```
Morse depth 0.01 Ha, distance 5.0 bohr, exponent 1.2 1/bohr
atoms 4, atomic mass 50000 m_e, cell mass 100000 m_e
external pressure 2.0e-04 Ha/bohr^3 = 5.884 GPa
initial cell: diagonal 7.2 bohr, h_12 0.2 bohr
initial volume 373.248 bohr^3
initial P_11 -4.623366e-04 Ha/bohr^3
initial P_12 -7.434588e-05 Ha/bohr^3
initial cell acceleration hddot_11 -3.42285e-07 bohr/au_time^2
undamped run 40000 au_time = 0.9676 ps
time(au) volume(bohr^3) K U pV K_cell total (energies in Ha)
0 373.248 0.006000 -0.264824 0.074650 0.000000 -0.184174
10000 370.255 0.002312 -0.262104 0.074051 0.001567 -0.184174
20000 364.165 0.003710 -0.266369 0.072833 0.005652 -0.184174
30000 354.807 0.003144 -0.268268 0.070961 0.009989 -0.184174
40000 341.862 0.003849 -0.271386 0.068372 0.014991 -0.184174
largest drift of conserved total 1.5e-12 Ha
range of K+U+pV 0.017282 Ha
largest cell kinetic energy 0.017282 Ha
largest cell kinetic energy, last third 0.017282 Ha
largest drift without metric term 1.257e-03 Ha
snapshot time (largest K_cell) 34560 au_time
Lagrangian check, relative error: atoms 1.9e-15, cell 2.8e-15
same check without metric term: atoms 4.989e-02
snapshot rms force term 3.2016e-08 1/au_time^2
snapshot rms metric term 1.6513e-09 1/au_time^2
snapshot K 0.004421 Ha
snapshot full kinetic energy 0.008358 Ha
same, atom 1 moved to next image 0.010741 Ha
change of K over run -0.0021514 Ha
work of forces -0.0023539 Ha, metric exchange 0.0002025 Ha
metric power: min -8.967e-07, max 7.137e-07 Ha/au_time
relative change of scaled momentum 1.8e-14
relative change of cell angular momentum 2.5e-14
free atom, edge 7 to 8 bohr: K ratio 0.765625, law 0.765625
damping rate 8.0e-04 1/au_time, damped run 60000 au_time
damped total: start -0.1841742 Ha, end -0.2095915 Ha
energy removed by damping, integrated 0.0254173 Ha
relaxed volume 326.01837 bohr^3
cubic minimization: edge 6.882518 bohr, volume 326.01837 bohr^3
cubic minimum enthalpy -0.2095915 Ha
relaxed: largest stress error 3.3e-14 Ha/bohr^3
relaxed: largest force component 7.8e-13 Ha/bohr
```
